# Why the strongest-bound overlayer need not be the most stable: a program that tests the result

```python
# Result under test: among ordered overlayers with coverage theta and average
# adsorption energy eps per adsorbate (negative = binding), the stable one
# minimises gamma = theta*(eps - dmu)/site_area at reservoir potential dmu.
# Neighbouring stable phases i, j meet at the differential adsorption energy
#   d = (theta_j*eps_j - theta_i*eps_i)/(theta_j - theta_i),
# not at the average energy eps_j.
# Model: square lattice gas, site energy E0, pair energies V1, V2, V3 for
# first, second and third neighbours. All energies are in eV.
import numpy as np
from mpmath import mp
from scipy import constants
from scipy.optimize import brentq

E0, V1, V2, V3 = -1.00, 0.15, 0.05, -0.05
SITE_AREA = 0.080  # nm^2
K_B = constants.k / constants.e  # eV/K


def enumerate_cell(rows, columns):
    """All occupations of a periodic cell: occupations, counts, energies."""
    sites = rows * columns
    states = np.arange(2**sites)
    occ = ((states[:, None] >> np.arange(sites)) & 1).astype(np.int8)
    occ = occ.reshape(-1, rows, columns)

    def bonds(dx, dy):
        shifted = np.roll(occ, (-dx, -dy), axis=(1, 2))
        return (occ * shifted).sum(axis=(1, 2), dtype=np.int64)

    number = occ.sum(axis=(1, 2), dtype=np.int64)
    energy = (E0 * number + V1 * (bonds(1, 0) + bonds(0, 1))
              + V2 * (bonds(1, 1) + bonds(1, -1))
              + V3 * (bonds(2, 0) + bonds(0, 2)))
    return occ, number, energy


SITES = 16
occ, number, energy = enumerate_cell(4, 4)
counts = np.arange(SITES + 1)
lowest = np.array([energy[number == n].min() for n in counts])
average = np.full(SITES + 1, np.nan)
average[1:] = lowest[1:] / counts[1:]

# Sweep the reservoir potential and let the minimiser reveal the phases.
step = 0.001
sweep = np.arange(-1.30037, -0.10, step)
winner = np.array([np.argmin(lowest - mu * counts) for mu in sweep])
stable = [int(n) for n in np.unique(winner)]
assert np.all(np.diff(winner) >= 0)
assert stable == [0, 4, 8, 12, 16]
jump_index = np.flatnonzero(np.diff(winner))
jumps = 0.5 * (sweep[jump_index] + sweep[jump_index + 1])

# Differential energies from the averages, compared with the observed jumps.
theta = np.array(stable) / SITES
eps = np.array([0.0] + [average[n] for n in stable[1:]])
differential = np.diff(theta * eps) / np.diff(theta)
assert np.allclose(jumps, differential, atol=step, rtol=0)
offset = theta[:-1] * (eps[1:] - eps[:-1]) / np.diff(theta)
assert np.allclose(jumps, eps[1:] + offset, atol=step, rtol=0)
assert np.all(jumps[1:] - eps[2:] > 0.05)  # averages miss later boundaries
assert abs(jumps[0] - np.nanmin(average)) < step  # strongest binder is first
pair_formula = E0 + 2 * V3 + np.array([0, 4 * V2, 4 * V1, 4 * V1 + 4 * V2])
assert np.allclose(differential, pair_formula, atol=1e-10)

# Stable structures have period two in both directions.
degeneracy = []
for n in stable:
    ground = occ[(number == n) & (np.abs(energy - lowest[n]) < 1e-9)]
    assert np.array_equal(ground, np.roll(ground, 2, axis=1))
    assert np.array_equal(ground, np.roll(ground, 2, axis=2))
    degeneracy.append(len(ground))

# Lower bound for the infinite lattice, tested on cells of other shapes.
plaquette = np.array([0, 0, V2, V1 + V2, 2 * V1 + 2 * V2])
hull_energy = plaquette + theta * (E0 + 2 * V3)
assert np.allclose(hull_energy, lowest[stable] / SITES, atol=1e-10)
shapes = [(3, 3), (3, 4), (3, 5), (2, 6), (2, 7), (3, 6), (4, 4)]
for rows, columns in shapes:
    _, n_cell, e_cell = enumerate_cell(rows, columns)
    size = rows * columns
    bound = np.interp(n_cell / size, theta, hull_energy)
    assert np.all(e_cell / size >= bound - 1e-10)

# A layer above the hull can bind strongly per adsorbate and never appear.
above_hull = lowest[10] - 0.5 * (lowest[8] + lowest[12])
assert average[10] < average[12] and above_hull > 1e-6
assert 10 not in stable

# Closed system: distribute a fixed number over eight independent cells.
CELLS = 8
closed = lowest.copy()
for _ in range(CELLS - 1):
    combined = np.full(len(closed) + SITES, np.inf)
    for n in counts:
        part = combined[n:n + len(closed)]
        np.minimum(part, closed + lowest[n], out=part)
    closed = combined
assert abs(closed[16] / 16 - np.nanmin(average)) < 1e-10
extra_gain = (closed[48] - closed[32]) / 16
assert abs(extra_gain - differential[1]) < 1e-10


def coverage(mu, temperature):
    """Exact grand-canonical mean coverage of the 4x4 periodic cell."""
    exponent = -(energy - mu * number) / (K_B * temperature)
    weight = np.exp(exponent - exponent.max())
    return (weight @ number) / weight.sum() / SITES


def crossings(temperature):
    middle = 0.5 * (theta[1:] + theta[:-1])
    return np.array([brentq(lambda mu: coverage(mu, temperature) - m,
                            -2.0, 1.0, xtol=1e-10) for m in middle])


# At low temperature only two phases compete at a boundary; their numbers of
# equivalent placements shift the midpoint by a known finite-cell amount.
T_LOW, T_ROOM = 100.0, 300.0
cold = crossings(T_LOW)
placement_shift = (-K_B * T_LOW * np.diff(np.log(degeneracy))
                   / np.diff(stable))
assert np.allclose(cold, differential + placement_shift, atol=2e-4, rtol=0)
room = crossings(T_ROOM)
half = [coverage(eps[-1], t) for t in (T_LOW, T_ROOM, 1000.0)]
assert np.allclose(half, 0.5, atol=1e-9)

# Pressure factor, tested with the ideal-gas free energy: the potential is
# the cost of one more particle at fixed volume and temperature.
pressure_factor = np.exp((differential - eps[1:]) / (K_B * T_ROOM))
mp.dps = 40
base = mp.mpf(10)**7


def gas_potential(particles):
    """ln(N+1)! - ln N!, in units of kT, up to a volume constant."""
    return mp.loggamma(particles + 2) - mp.loggamma(particles + 1)


for factor, difference in zip(pressure_factor, differential - eps[1:]):
    change = gas_potential(base * mp.mpf(float(factor))) - gas_potential(base)
    assert abs(float(change) * K_B * T_ROOM - difference) < 1e-7

print(f"site energy E0 = {E0:.2f} eV")
print(f"pair energies V1, V2, V3 = {V1:.2f}, {V2:.2f}, {V3:.2f} eV")
print(f"site area = {SITE_AREA:.3f} nm^2")
print("coverage | average eps (eV) | theta*eps (eV/site) | placements")
for t, e, g in zip(theta[1:], eps[1:], degeneracy[1:]):
    print(f"  {t:.2f} | {e:.4f} | {t * e:.4f} | {g}")
print("boundary | differential energy (eV) | jump in sweep (eV)")
for i in range(4):
    print(f"  {theta[i]:.2f}->{theta[i + 1]:.2f} | {differential[i]:.4f}"
          f" | {jumps[i]:.3f}")
print("gamma*site area (eV/site) for coverage 0.25, 0.50, 0.75, 1.00")
for mu in (-1.00, -0.70, -0.40, -0.20):
    site_gamma = theta * (eps - mu)
    best = int(np.argmin(site_gamma))
    assert stable[best] == int(np.argmin(lowest - mu * counts))
    values = ", ".join(f"{x + 0.0:.4f}" for x in np.round(site_gamma[1:], 10))
    print(f"  dmu {mu:.2f} eV: {values}; stable {theta[best]:.2f}")
full_gamma = (eps[-1] + 0.20) / SITE_AREA
print(f"full layer, dmu -0.20 eV: gamma = {full_gamma:.3f} eV/nm^2")
print(f"  the same = {full_gamma * constants.e * 1e18:.3f} J/m^2")
print(f"5/8 layer: average eps = {average[10]:.4f} eV")
print(f"5/8 layer: height above hull = {above_hull:.4f} eV per 16 sites")
print(f"closed, 16 on 128 sites: mean energy = {closed[16] / 16:.4f} eV")
print(f"closed, 48 on 128 sites: mean energy = {closed[48] / 48:.4f} eV")
print(f"closed, 32 to 48: energy per added one = {extra_gain:.4f} eV")
print("midpoints of exact 4x4 isotherm: boundary | 100 K (eV) | 300 K (eV)")
for i in range(4):
    print(f"  {theta[i]:.2f}->{theta[i + 1]:.2f} | {cold[i]:.4f}"
          f" | {room[i]:.4f}")
print(f"mean coverage at dmu {eps[-1]:.2f} eV, 300 K = {half[1]:.4f}")
print(f"kT at 300 K = {K_B * T_ROOM:.5f} eV")
print("pressure at true boundary / pressure from average eps, 300 K")
for t, factor in zip(theta[1:], pressure_factor):
    print(f"  onset of {t:.2f}: {factor:.3g}")
print("done: every assertion held")
```

Output:

```
site energy E0 = -1.00 eV
pair energies V1, V2, V3 = 0.15, 0.05, -0.05 eV
site area = 0.080 nm^2
coverage | average eps (eV) | theta*eps (eV/site) | placements
  0.25 | -1.1000 | -0.2750 | 4
  0.50 | -1.0000 | -0.5000 | 2
  0.75 | -0.8333 | -0.6250 | 4
  1.00 | -0.7000 | -0.7000 | 1
boundary | differential energy (eV) | jump in sweep (eV)
  0.00->0.25 | -1.1000 | -1.100
  0.25->0.50 | -0.9000 | -0.900
  0.50->0.75 | -0.5000 | -0.500
  0.75->1.00 | -0.3000 | -0.300
gamma*site area (eV/site) for coverage 0.25, 0.50, 0.75, 1.00
  dmu -1.00 eV: -0.0250, 0.0000, 0.1250, 0.3000; stable 0.25
  dmu -0.70 eV: -0.1000, -0.1500, -0.1000, 0.0000; stable 0.50
  dmu -0.40 eV: -0.1750, -0.3000, -0.3250, -0.3000; stable 0.75
  dmu -0.20 eV: -0.2250, -0.4000, -0.4750, -0.5000; stable 1.00
full layer, dmu -0.20 eV: gamma = -6.250 eV/nm^2
  the same = -1.001 J/m^2
5/8 layer: average eps = -0.8900 eV
5/8 layer: height above hull = 0.1000 eV per 16 sites
closed, 16 on 128 sites: mean energy = -1.1000 eV
closed, 48 on 128 sites: mean energy = -1.0333 eV
closed, 32 to 48: energy per added one = -0.9000 eV
midpoints of exact 4x4 isotherm: boundary | 100 K (eV) | 300 K (eV)
  0.00->0.25 | -1.1030 | -1.1086
  0.25->0.50 | -0.8985 | -0.8956
  0.50->0.75 | -0.5015 | -0.5044
  0.75->1.00 | -0.2970 | -0.2914
mean coverage at dmu -0.70 eV, 300 K = 0.5000
kT at 300 K = 0.02585 eV
pressure at true boundary / pressure from average eps, 300 K
  onset of 0.25: 1
  onset of 0.50: 47.9
  onset of 0.75: 3.98e+05
  onset of 1.00: 5.24e+06
done: every assertion held
```
